# Mean electrostatic potential of a crystal of neutral units, part 1

(Sections cited here and not found follow in the second part.)

## 1. A point charge inside a shell

Hartree atomic units are used throughout. $\rho$ is the charge density, with electrons counted negative, and $\phi$ is the electrostatic potential, $\nabla^2\phi=-4\pi\rho$. The potential energy of an electron is $-\phi$. Potentials are in hartree per elementary charge (Ha/e).

Take a point charge $+Z$ at the centre of a thin spherical shell of radius $s$ and total charge $-Z$. Outside the shell the two charges act as if both sat at the centre, and they cancel. Inside, the shell contributes the constant $-Z/s$. With the zero of potential at infinity,

$$v(r)=Z\left(\frac1r-\frac1s\right)\ \ (r<s),\qquad v(r)=0\ \ (r>s).$$

Put one such unit on every point of a lattice with volume $V$ per point, at first with spheres that do not touch. Between the spheres the potential is exactly zero, the same value as in the vacuum outside a finite piece of this crystal. Each cell holds one sphere, so the cell average is

$$\langle\phi\rangle=\frac1V\int_0^s 4\pi r^2 Z\left(\frac1r-\frac1s\right)dr=\frac{4\pi Z}{V}\left(\frac{s^2}{2}-\frac{s^2}{3}\right)=\frac{2\pi Z s^2}{3V}.$$

The second radial moment of the unit's charge is $M_2=\int r^2\rho\,d^3r=-Zs^2$, because the central charge sits at $r=0$ and the shell at $r=s$. Therefore

$$\langle\phi\rangle=-\frac{2\pi}{3V}M_2. \tag{1}$$

The average is positive when the negative charge lies outside the positive charge, as in an atom. It is measured from the potential far outside a finite crystal assembled from whole units.

## 2. General spherical units

**Assumptions.** The unit has a spherical charge density $\rho_u(r)$, possibly with a point charge at its centre. Both $\int|\rho_u|\,d^3r$ and $\int r^2|\rho_u|\,d^3r$ are finite, and the unit is neutral, $\int\rho_u\,d^3r=0$. Its potential is $v(\mathbf r)=\int\rho_u(\mathbf s)\,|\mathbf r-\mathbf s|^{-1}d^3s$. The units sit on a Bravais lattice $\{\mathbf R\}$ with cell volume $V$ and may overlap. The crystal potential is defined as $\phi(\mathbf r)=\sum_{\mathbf R}v(\mathbf r-\mathbf R)$.

**Potential of one unit.** Since $\rho_u$ is spherical, only the angular average of the Coulomb kernel matters. With $\mu$ the cosine of the angle between $\mathbf r$ and $\mathbf s$,

$$\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+s^2-2rs\mu}}=\frac{1}{2rs}\Big[-\sqrt{r^2+s^2-2rs\mu}\Big]_{-1}^{1}=\frac{(r+s)-|r-s|}{2rs}=\frac{1}{\max(r,s)}.$$

Hence

$$v(r)=\frac{Q(r)}{r}+\int_r^\infty 4\pi s\,\rho_u(s)\,ds,$$

where $Q(r)$ is the charge inside radius $r$, the central point charge included. Neutrality gives $Q(r)=-\int_r^\infty4\pi s^2\rho_u\,ds$, so for $r>0$

$$v(r)=\int_r^\infty 4\pi s^2\rho_u(s)\left(\frac1s-\frac1r\right)ds. \tag{2}$$

The potential at $r$ depends only on the charge outside $r$. Equation (2) writes the unit as a superposition of the objects of section 1: each shell of charge $4\pi s^2\rho_u\,ds$ is paired with an opposite charge at the centre.

**Integrability.** For $s>r$ the bracket in (2) is negative, so $|v(r)|\le\int_r^\infty4\pi s^2|\rho_u|(1/r-1/s)\,ds$. The integrand of this bound is non-negative, so the order of integration over the region $0<r<s$ can be exchanged:

$$\int|v|\,d^3r\le\int_0^\infty ds\,4\pi s^2|\rho_u(s)|\int_0^s4\pi r^2\left(\frac1r-\frac1s\right)dr=\frac{2\pi}{3}\int s^2|\rho_u|\,d^3s<\infty .$$

The inner integral is the one from section 1, $4\pi(s^2/2-s^2/3)=2\pi s^2/3$.

**Unfolding.** The cells displaced by $-\mathbf R$ tile space, so $\int_{\rm cell}\sum_{\mathbf R}|v(\mathbf r-\mathbf R)|\,d^3r=\int|v|\,d^3r$, which is finite. The lattice sum therefore converges absolutely for almost every $\mathbf r$, its value does not depend on the order of the terms, and sum and integral may be exchanged:

$$\langle\phi\rangle=\frac1V\sum_{\mathbf R}\int_{\rm cell}v(\mathbf r-\mathbf R)\,d^3r=\frac1V\int v\,d^3r. \tag{3}$$

Independence of the order of summation means that a large finite crystal of any shape gives the same interior average.

**The integral of $v$.** The bound above also permits the exchange in the signed integral:

$$\int v\,d^3r=\int_0^\infty ds\,4\pi s^2\rho_u(s)\int_0^s4\pi r^2\left(\frac1s-\frac1r\right)dr=-\frac{2\pi}{3}\int_0^\infty4\pi s^4\rho_u(s)\,ds=-\frac{2\pi}{3}M_2. \tag{4}$$

Equations (3) and (4) give (1). For a cell of volume $V_{\rm cell}$ with several spherical units, each neutral by itself, the potentials add and $\langle\phi\rangle=-(2\pi/3V_{\rm cell})\sum_\alpha M_{2,\alpha}$, each moment taken about its own centre; the positions within the cell drop out in the unfolding.

**Hydrogen atom.** Outside the nucleus $\rho_u=-e^{-2r}/\pi$. With $\int_r^\infty4se^{-2s}ds=(2r+1)e^{-2r}$ and $\int_r^\infty4s^2e^{-2s}ds=(2r^2+2r+1)e^{-2r}$, equation (2) gives

$$v=-(2r+1)e^{-2r}+\left(2r+2+\frac1r\right)e^{-2r}=\left(1+\frac1r\right)e^{-2r}.$$

Using $\int_0^\infty r^ne^{-2r}dr=n!/2^{n+1}$, one finds $\int v\,d^3r=4\pi(2/8+1/4)=2\pi$ and $M_2=-4\cdot24/32=-3$, in agreement with (4). The program obtains $M_2=-3.000000$ e bohr² and $\int v\,d^3r=6.283185$ Ha/e bohr³ symbolically.

## 3. The $\mathbf G=0$ term

Let $\tilde f(\mathbf q)=\int f\,e^{-i\mathbf q\cdot\mathbf r}d^3r$. The angular average of the plane wave is $j_0(qr)=\sin(qr)/(qr)$. Because the unit is neutral, $\tilde\rho_u(q)=-\int\rho_u\,[1-j_0(qr)]\,d^3r$. Writing $j_0(x)=\int_0^1\cos(xt)\,dt$ and using $0\le1-\cos y\le y^2/2$ gives $0\le1-j_0(x)\le x^2/6$, and $[1-j_0(x)]/x^2\to1/6$ as $x\to0$. The integrand of $\tilde\rho_u/q^2$ is thus bounded by the integrable function $r^2|\rho_u|/6$, the limit passes under the integral, and

$$\tilde\rho_u(q)=-\frac{q^2}{6}M_2+o(q^2). \tag{5}$$

Poisson's equation gives $\tilde v(q)=4\pi\tilde\rho_u(q)/q^2$ for $q\ne0$. Since $v$ is integrable, $\tilde v$ is continuous, and $\int v\,d^3r=\tilde v(0)=\lim_{q\to0}4\pi\tilde\rho_u/q^2=-(2\pi/3)M_2$, which is (4) again. For hydrogen the program tests this limit by quadrature and finds 6.283185 Ha/e bohr³.

For a reciprocal lattice vector $\mathbf G$, $e^{-i\mathbf G\cdot\mathbf R}=1$, and the unfolding of (3) applied to $\phi\,e^{-i\mathbf G\cdot\mathbf r}$ and $\rho\,e^{-i\mathbf G\cdot\mathbf r}$ gives the Fourier coefficients of the crystal:

$$\rho_{\mathbf G}=\frac{\tilde\rho_u(\mathbf G)}{V},\qquad \phi_{\mathbf G}=\frac{\tilde v(\mathbf G)}{V}. \tag{6}$$

The periodic Poisson equation reads $G^2\phi_{\mathbf G}=4\pi\rho_{\mathbf G}$. For $\mathbf G\neq0$ it fixes $\phi_{\mathbf G}$. For $\mathbf G=0$ it demands $\rho_0=0$ and leaves $\phi_0=\langle\phi\rangle$ free. The periodic density samples $\tilde\rho_u$ only at the points $\mathbf G$, whereas by (5) $\langle\phi\rangle$ is set by the curvature of $\tilde\rho_u$ at $q=0$, which those samples do not in general determine. Sections 5 and 7 construct explicit cases.

## 4. The constant in the Ewald sum

Consider a cell with a point charge $Z$ at $\boldsymbol\tau$ and a uniform background $-Z/V$. The background removes $\rho_0$ and changes no other coefficient. The zero-mean convention defines $\phi_{\rm E}$ by $\phi_{\mathbf G}=4\pi Ze^{-i\mathbf G\cdot\boldsymbol\tau}/(VG^2)$ for $\mathbf G\ne0$ and $\phi_0=0$.

Split each point charge into a Gaussian $\rho_\eta=Z\eta^3\pi^{-3/2}e^{-\eta^2r^2}$ and the remainder, point charge minus Gaussian. The potential of the Gaussian is $Z\,{\rm erf}(\eta r)/r$. To verify this, use $\nabla^2v=(rv)''/r$: $[Z\,{\rm erf}(\eta r)]''=-4Z\eta^3re^{-\eta^2r^2}/\sqrt\pi=-4\pi r\rho_\eta$. The remainder is a neutral spherical unit with $v=Z\,{\rm erfc}(\eta r)/r$ and, from $\int_0^\infty r^4e^{-\eta^2r^2}dr=3\sqrt\pi/(8\eta^5)$,

$$M_2=-4\pi Z\eta^3\pi^{-3/2}\frac{3\sqrt\pi}{8\eta^5}=-\frac{3Z}{2\eta^2},\qquad \langle\phi\rangle_{\rm real}=\frac{\pi Z}{\eta^2V}.$$

A direct integration agrees. By parts, $\int_0^\infty r\,{\rm erfc}(\eta r)\,dr=(\eta/\sqrt\pi)\int_0^\infty r^2e^{-\eta^2r^2}dr=(\eta/\sqrt\pi)\sqrt\pi/(4\eta^3)=1/(4\eta^2)$, and multiplying by $4\pi Z/V$ gives $\pi Z/(\eta^2V)$.

The Gaussians with the background are summed in reciprocal space, where $\tilde\rho_\eta=Ze^{-q^2/4\eta^2}$. With the $\mathbf G=0$ term left out, that part has zero mean. The two parts together have the correct coefficients for $\mathbf G\ne0$ and a mean $\pi Z/(\eta^2V)$, which must be removed:

$$\phi_{\rm E}(\mathbf r)=Z\sum_{\mathbf R}\frac{{\rm erfc}(\eta|\mathbf r-\boldsymbol\tau-\mathbf R|)}{|\mathbf r-\boldsymbol\tau-\mathbf R|}+\frac{4\pi Z}{V}\sum_{\mathbf G\ne0}\frac{e^{-G^2/4\eta^2}}{G^2}\cos\mathbf G\cdot(\mathbf r-\boldsymbol\tau)-\frac{\pi Z}{\eta^2V}. \tag{7}$$

All Fourier coefficients of (7) are independent of $\eta$, so (7) is too. For several charges the constants add to $-\pi\sum_iZ_i/(\eta^2V)$, which vanishes in a neutral cell and survives in a charged one.

For $Z=1$ on a simple cubic lattice with $a=8$ bohr, $V=512$ bohr³, at the point $(1.6,0.8,2.4)$ bohr, the first two terms of (7) sum to 0.076958 Ha/e for $\eta=0.3125$ bohr⁻¹ and to 0.038670 Ha/e for $\eta=0.5$ bohr⁻¹. The constants are $\pi/(0.3125^2\cdot512)=\pi/50=0.062832$ and $\pi/(0.5^2\cdot512)=\pi/128=0.024544$. Subtraction gives 0.014126 Ha/e in both cases. The program asserts both the independence of $\eta$ with the constant and the dependence without it.

Equation (7) also compares two models of an ion. Its second term alone is the zero-mean potential of Gaussian ions. At points where ${\rm erfc}(\eta r)$ is negligible, the zero-mean potential of point ions therefore lies $\pi Z/(\eta^2V)$ below that of Gaussian ions, although outside its core each Gaussian ion has the same potential as the point ion. The same reasoning holds for any spherical smearing: replacing one ion model by another adds a neutral unit $\Delta\rho_u$, and under the zero-mean convention the potential outside the cores shifts by $+(2\pi/3V)\Delta M_2$.

## 5. A spherical unit that is invisible in the bulk

Two spherical units on the same lattice give the same crystal density if and only if their difference $\delta\rho$ has $\delta\tilde\rho(\mathbf G)=0$ for all $\mathbf G$, by (6). Let $G_{\min}$ be the length of the shortest non-zero reciprocal vector and choose

$$\delta\tilde\rho(q)=Aq^2\left(1-\frac{q^2}{q_c^2}\right)^{8}\ (q<q_c),\qquad \delta\tilde\rho(q)=0\ (q\ge q_c),\qquad q_c\le G_{\min}. \tag{8}$$

It vanishes at $q=0$, so it is neutral, and at every other $\mathbf G$. Comparing $\delta\tilde\rho=Aq^2+O(q^4)$ with (5) gives $\delta M_2=-6A$, with $A$ arbitrary. The exponent 8 controls the decay in real space.

**Real-space form.** Define $g_m(k)=j_m(k)/k^m$, with $j_m$ the spherical Bessel function, through its series

$$g_m(k)=\sum_{l=0}^\infty\frac{(-k^2/2)^l}{l!\,(2l+2m+1)!!}.$$

For $m=0$, $(2l+1)!=2^l\,l!\,(2l+1)!!$ shows that $g_0=\sin k/k$. Differentiating term by term, $\frac{d}{dk}(-k^2/2)^l=-k\,l\,(-k^2/2)^{l-1}$, and shifting $l\to l+1$ gives

$$g_m'(k)=-k\,g_{m+1}(k). \tag{9}$$

The inverse transform requires $I_n(k)=\int_0^1t^2(1-t^2)^nj_0(kt)\,dt$. Let $B_{l,n}=\int_0^1t^{2l+2}(1-t^2)^ndt$. Integrating $t^{2l+2}$ and differentiating $(1-t^2)^n$, with boundary terms that vanish for $n\ge1$, gives $B_{l,n}=\frac{2n}{2l+3}B_{l+1,n-1}$, and $B_{l,0}=1/(2l+3)$. After $n$ steps,

$$B_{l,n}=\frac{2^nn!}{(2l+3)(2l+5)\cdots(2l+2n+3)}=\frac{2^nn!\,(2l+1)!!}{(2l+2n+3)!!}.$$

Inserting the series of $j_0(kt)=g_0(kt)$,

$$I_n(k)=\sum_l\frac{(-k^2/2)^l}{l!\,(2l+1)!!}B_{l,n}=2^nn!\sum_l\frac{(-k^2/2)^l}{l!\,(2l+2n+3)!!}=2^nn!\,g_{n+1}(k).$$

The potential has $\delta\tilde v=4\pi\,\delta\tilde\rho/q^2=4\pi A(1-q^2/q_c^2)^8$. With $d^3q/(2\pi)^3\to q^2dq/(2\pi^2)$ after the angular average, $q=q_ct$ and $k=q_cr$,

$$\delta v(r)=\frac{4\pi A\,q_c^3}{2\pi^2}I_8(k)=C\,g_9(k),\qquad C=\frac{2Aq_c^3}{\pi}\,2^8\,8!\,. \tag{10}$$

From (9), $g_9'=-kg_{10}$ and $g_9''=-g_{10}+k^2g_{11}$, so the radial Laplacian in $k$ is $g_9''+2g_9'/k=-3g_{10}+k^2g_{11}$. Since $\nabla_r^2=q_c^2\nabla_k^2$,

$$\delta\rho(r)=-\frac{\nabla^2\delta v}{4\pi}=\frac{Cq_c^2}{4\pi}\left[3g_{10}(k)-k^2g_{11}(k)\right]. \tag{11}$$

**Decay.** $g_0=\sin k/k$, and (9) reads $g_{m+1}=-g_m'/k$. If $g_m$ is a finite sum of terms $k^{-p}\sin k$ and $k^{-p}\cos k$ with $p\ge m+1$, differentiation keeps this form and division by $k$ raises $p$ by one, so $g_m=O(k^{-m-1})$. Then $\delta v=O(r^{-10})$ and $\delta\rho=O(r^{-10})$, the latter through $k^2g_{11}$. The moment integrand $r^4|\delta\rho|=O(r^{-6})$ is integrable, so the assumptions of section 2 hold.

**Lattice sums.** With this decay both sums converge absolutely and uniformly to continuous periodic functions, and such a function is fixed by its Fourier coefficients (6). All coefficients of $\sum\delta\rho$ vanish; of $\sum\delta v$ only the one at $\mathbf G=0$ survives:

$$\sum_{\mathbf R}\delta\rho(\mathbf r-\mathbf R)=0,\qquad\sum_{\mathbf R}\delta v(\mathbf r-\mathbf R)=\frac{4\pi A}{V}=-\frac{2\pi}{3V}\delta M_2\quad\text{for every }\mathbf r. \tag{12}$$

The units $\rho_u$ and $\rho_u+\delta\rho$ are both neutral and spherical, build the same infinite crystal, and give potentials that differ by a constant of any chosen size. Potential differences between points of the bulk are the same for both. For $q_c>G_{\min}$ the first sum becomes $V^{-1}\sum_{0<G<q_c}\delta\tilde\rho(G)\cos\mathbf G\cdot\mathbf r$ and the crystal density changes.

**Why the tail is infinite.** On a cubic lattice a spherical invisible addition cannot have compact support. If $\delta\rho=0$ beyond radius $r_0$, then $\delta\tilde\rho(q)=\int\delta\rho\,j_0(qr)\,d^3r$ is an entire function of complex $q$ bounded by a constant times $e^{r_0|q|}$, and by Jensen's formula such a function has at most $O(K)$ zeros in $|q|<K$ unless it vanishes identically. The vectors $(4\pi/a)(m,n,0)$ belong to the reciprocal lattices of all three cubic lattices. For $M\le m\le2M$ and $0\le n\le\sqrt M$ the integers $m^2+n^2$ are all distinct, because $n^2\le M<2m+1$ keeps each below $(m+1)^2$. That gives of order $M^{3/2}$ different lengths $|\mathbf G|$ below a bound of order $M$, more than the allowed number of zeros. Compact alternatives do exist among units that are not spherical (section 7). The function (11) oscillates in sign with a power-law envelope, so at large $r$ the unit $\rho_u+\delta\rho$ is not the charge density of a free atom; the theorem places no condition on the sign.

## 6. Where the constant resides

A finite crystal of units $\rho_u+\delta\rho$ differs from one of units $\rho_u$, because the cancellation (12) needs the complete lattice. Consider any family of lattice planes, with normal $z$, spacing $c$ and area $S$ per unit, $Sc=V$. The charge of one $\delta$ unit per length along $z$ is

$$\lambda(z)=\iint\delta\rho\,dx\,dy=2\pi\int_{|z|}^\infty\delta\rho(r)\,r\,dr,$$

using $r^2=z^2+x^2+y^2$. It is even in $z$, has $\int\lambda\,dz=0$ and $\int z^2\lambda\,dz=\int z^2\delta\rho\,d^3r=\delta M_2/3$ by spherical symmetry, and is bounded by $O(|z|^{-8})$.

For a half-crystal with planes at $z=lc$, $l\le0$, the charge density averaged over $x,y$ is $\sigma(z)=S^{-1}\sum_{l\le0}\lambda(z-lc)$. Far above the surface it is a sum of tails, $O(z^{-7})$. The sum over all $l$ is the planar average of the first equation in (12) and vanishes, so below the surface $\sigma=-S^{-1}\sum_{l>0}\lambda(z-lc)$, again a sum of tails. The charge is confined to the surface region and its first two moments converge. Shifting the argument by one spacing removes the top plane, $\sigma(z+c)=S^{-1}\sum_{l\le-1}\lambda(z-lc)$, so

$$\sigma(z)-\sigma(z+c)=\lambda(z)/S. \tag{13}$$

Multiply (13) by $z$, integrate, and substitute $z\to z-c$ in the second term: $\int z\sigma\,dz-\int(z-c)\sigma\,dz=c\int\sigma\,dz$. The right side vanishes because $\lambda$ is even, so the layer carries no net charge. Multiply by $z^2$ instead: $\int[z^2-(z-c)^2]\sigma\,dz=2cp-c^2\int\sigma\,dz=2cp$, with $p=\int z\sigma\,dz$ the dipole per area along the outward normal. The right side is $\delta M_2/(3S)$. Hence

$$p=\frac{\delta M_2}{6V}=-\frac AV, \tag{14}$$

the same for every lattice plane.

The planar average of Poisson's equation is $\bar\phi''=-4\pi\sigma$, since the $x$ and $y$ derivatives of a laterally periodic function average to zero. The field vanishes in the vacuum (no external field), and because the layer is neutral it also vanishes deep inside, decaying on both sides fast enough that $z\bar\phi'\to0$. Then

$$-4\pi p=\int_{-\infty}^\infty z\,\bar\phi''dz=\big[z\bar\phi'\big]-\int_{-\infty}^\infty\bar\phi'\,dz=\phi_{\rm in}-\phi_{\rm vac}. \tag{15}$$

With (14), $\phi_{\rm in}-\phi_{\rm vac}=-(2\pi/3V)\,\delta M_2$, the constant in (12). As a check on the sign, $p>0$ places positive charge outside and negative charge inside; the field between points inward, the potential rises on the way out, and the interior lies below the vacuum.

Choosing a decomposition thus fixes the surface dipole of a crystal built from whole units. Equation (1) is the interior average relative to vacuum for a crystal whose surfaces are made of unrelaxed whole units. In a real crystal the surface charge rearranges, and the offset between bulk and vacuum has to be computed with the surface present.

For neutral spherical units the mean potential is fixed by the second moment of the unit, yet different units can build the same infinite crystal with different means, and the difference resides in the surface dipole. Units that are not spherical, a worked example with magnesium atoms, and points for implementation remain.
